# Elastic image energy of a point defect in periodic supercells, part 1

(Sections cited here and not found follow in the second part.)

## First half: from core forces to the size dependence

A point defect pushes on the crystal around it, and the crystal relaxes. In a periodic supercell every image of the defect does the same, so the relaxation energy differs from that of one isolated defect. The problem is to find how this difference depends on the size of the cell.

The assumptions are these. The defect is neutral and the host is an insulator without piezoelectricity. Outside a finite core the host is harmonic, unstressed, stable, and has force constants of finite range. The core itself may be strongly anharmonic. The supercells have the lattice vectors of the perfect crystal, multiplied so that all cells have one shape; their mean strain is therefore zero. The volume is $V$, and $L$ is one chosen edge, so $L\propto V^{1/3}$. Parts (a) to (d) take one atom per primitive cell, of volume $\Omega$. Part (e) treats two atoms, as in silicon and germanium.

### (a) Which forces does the core exert on the host?

Write the energy as that of a complete harmonic host plus a core correction, and find the condition for equilibrium.

**Solution.** Let $u$ collect the displacements of all atoms from their perfect sites and let $K$ be the force-constant matrix of the perfect host. The energy, counted from the unstrained host, is

$$E(u)=\tfrac12\,u\cdot Ku+\Phi(u). \tag{1}$$

The function $\Phi$ is the energy of the real core bonds minus the harmonic energy of the host bonds they replace. It depends on a few core sites only. Extra core coordinates, such as those of an interstitial atom, are taken to be already minimized inside $\Phi$.

Setting the derivative of (1) to zero gives

$$Ku=t,\qquad t=-\frac{\partial\Phi}{\partial u}. \tag{2}$$

Thus $t$ is the set of forces which the core exerts on the harmonic host. A uniform translation leaves $\Phi$ unchanged, so $\sum_a t^a=0$. This is also the condition for solving (2) in a periodic cell, where $K$ gives no restoring force against translation. With $G$ the inverse of $K$ on displacements without net translation, $u=Gt$. Since $u\cdot Ku=t\cdot Gt$, the equilibrium energy is

$$E=\tfrac12\,t\cdot Gt+\Phi(Gt),\qquad t=-\Phi'(Gt). \tag{3}$$

The forces are evaluated in the relaxed core, and are called dressed. The forces at $u=0$ are called bare. Equation (3) puts the whole influence of the cell size into $G$, restricted to the core sites.

### (b) How does the energy change when the Green function changes?

Let $G_\infty$ belong to the isolated defect and $G_\infty+\Delta G$ to the periodic cell. Find the energy change to first order in $\Delta G$.

**Solution.** Follow the equilibrium along $G_\lambda=G_\infty+\lambda\Delta G$, with $0\le\lambda\le1$. Regard the energy in (3) as a function of $t$ and $G$. Its derivative with respect to $t$ is

$$Gt+G\Phi'(Gt)=G\,(t+\Phi')=0 ,$$

so the change of $t$ with $\lambda$ does not contribute to the first derivative of the energy. The explicit dependence on $G$ remains:

$$\frac{dE}{d\lambda}=\tfrac12\,t\cdot\Delta G\,t+\Phi'\cdot\Delta G\,t
=\tfrac12\,t\cdot\Delta G\,t-t\cdot\Delta G\,t
=-\tfrac12\,t\cdot\Delta G\,t. \tag{4}$$

If the core is at a nondegenerate minimum, $t$ changes by an amount of order $\Delta G$ along the path. Integration over $\lambda$ then gives

$$E(V)-E_\infty=-\tfrac12\,t\cdot\Delta G\,t+O(\Delta G^2), \tag{5}$$

with $t$ the dressed forces of the isolated defect. No linearization of the core was made. A soft core can make the second-order term large, if the displacements $\Delta G\,t$ excite its soft mode, and a core that jumps to another minimum when the cell is changed lies outside (5).

### (c) What does the energy change look like in reciprocal space?

Express (5) through a sum over the wave vectors of the supercell, and find the summand at long wavelength.

**Solution.** Define

$$t_i(\mathbf k)=\sum_a t_i^a e^{-i\mathbf k\cdot\mathbf R^a},\qquad
D(\mathbf k)=\sum_{\mathbf R}K(\mathbf R)e^{-i\mathbf k\cdot\mathbf R}.$$

There are $V/\Omega$ atoms in the cell. In the plane-wave basis $K$ is block diagonal, with blocks $D(\mathbf k)$, so

$$t\cdot G\,t=\frac1V\sum_{\mathbf k\ne0}h(\mathbf k),\qquad
h(\mathbf k)=\Omega\,t^\dagger(\mathbf k)D^{-1}(\mathbf k)\,t(\mathbf k). \tag{6}$$

The sum runs over the supercell wave vectors in one Brillouin zone. The term $\mathbf k=0$ is absent because translation was removed. For the isolated defect, $V^{-1}\sum_{\mathbf k}$ becomes $\int d^3k/(2\pi)^3$. Equation (5) is therefore

$$E(V)-E_\infty=-\frac1{2V}\left[\sum_{\mathbf k\ne0}h(\mathbf k)-V\!\int\!\frac{d^3k}{(2\pi)^3}\,h(\mathbf k)\right]+O(\Delta G^2). \tag{7}$$

Now let $\mathbf k$ be small. Since the forces sum to zero, the first surviving term of the exponential gives

$$t_i(\mathbf k)=-i\,P_{ij}k_j+O(k^2),\qquad P_{ij}=\sum_a t_i^aR_j^a. \tag{8}$$

This $P$ is the force-dipole tensor; repeated indices are summed. It is taken to be symmetric, meaning that the core exerts no couple on the host.

For a long displacement wave the force needed on one atom is $-\Omega\,\partial_j\sigma_{ij}$, with $\sigma_{ij}=C_{ijlm}\partial_mu_l$. Two derivatives of a plane wave give $-k_jk_m$, so

$$D_{il}(\mathbf k)=\Omega\,C_{ijlm}k_jk_m+O(k^4). \tag{9}$$

With $\mathbf n=\mathbf k/k$ and $M_{il}(\mathbf n)=C_{ijlm}n_jn_m$, the factors $\Omega$ and $k^2$ cancel, and $(-i)^*(-i)=1$:

$$h(\mathbf k)\to g(\mathbf n)=P_{ij}n_j\,\big[M^{-1}(\mathbf n)\big]_{il}\,P_{lm}n_m. \tag{10}$$

The limit is finite but in general depends on the direction from which $\mathbf k=0$ is approached. The force grows as $k$ and the stiffness as $k^2$, so long waves do not fade from the energy.

### (d) What are the leading and the next powers of the cell size?

**Solution.** First consider which powers of $k$ occur in $h$. The forces are real, so $t(-\mathbf k)=t^*(\mathbf k)$, and likewise $D(-\mathbf k)=D^*(\mathbf k)$. Hence $h(-\mathbf k)=h^*(\mathbf k)$. Since $D$ is Hermitian, $h$ is real, and therefore even. Near $\mathbf k=0$ both $t$ and $D$ have Taylor series, and $D$ starts at degree two. Expanding the inverse gives

$$h(\mathbf k)=g(\mathbf n)+h_2(\mathbf k)+h_4(\mathbf k)+\dots, \tag{11}$$

where $h_s$ is homogeneous of degree $s$ and may still depend on direction in a way that no polynomial does. Each term of the expansion is a ratio of homogeneous polynomials, so a term of odd degree would change sign with $\mathbf k$. Since $h$ is even, no such term occurs.

Next find what the bracket in (7) makes of these terms. Away from $\mathbf k=0$, $h$ is smooth and periodic in the Brillouin zone. For a smooth periodic function the difference between a mesh sum and the integral consists of its Fourier coefficients at the nonzero supercell lattice vectors, and these fall faster than any power of $L$. An algebraic error can come only from the neighbourhood of $\mathbf k=0$.

Divide this neighbourhood into smooth shells of radius $r,\ r/2,\ r/4,\dots$. On a shell of radius $r$ a term of degree $s$ has size $r^s$ and varies over the distance $r$. By the same Fourier argument its sum-minus-integral error is below a constant times $r^s(rL)^{-n}$, with $n$ as large as desired. The shells with $rL$ of order one therefore dominate, and contribute order $L^{-s}$. The integral over the remaining small ball, multiplied by $V$, is of order $V L^{-3}L^{-s}$, which is again $L^{-s}$.

For a homogeneous term the coefficient follows by setting $\mathbf k=2\pi\mathbf q/L$. The points $\mathbf q$ depend on the cell shape alone, and their density is $v=V/L^3$. The shell estimate shows that the following limit exists for a smooth cutoff $w$ that equals one near zero and vanishes at large argument:

$$c_s=\lim_{\eta\to0}\left[\sum_{\mathbf q\ne0}h_s(\mathbf q)\,w(\eta q)-v\!\int\! d^3q\,h_s(\mathbf q)\,w(\eta q)\right]. \tag{12}$$

The contribution to the bracket in (7) is $(2\pi/L)^s c_s$. For $s=0$ it does not depend on $L$. For $s=2$ it is proportional to $L^{-2}$.

It remains to estimate $\Delta G^2$. The argument holds for any balanced set of core forces, and, by taking sums and differences of two sets, for any matrix element of $\Delta G$ between them. Thus $\Delta G=O(V^{-1})$ and its square is $O(V^{-2})$. With $L^{-2}\propto V^{-2/3}$,

$$E(V)=E_\infty+\frac{A}{V}+O(V^{-5/3}),\qquad A=-\tfrac12c_0. \tag{13}$$

This is the inverse-volume law. The next term is of order $L^{-5}$. A term of order $L^{-4}$ would need an odd term in (11), and there is none, even if the defect has no inversion centre. In terms of force moments, the interaction between a dipole and the second moment of its images cancels between the images at $\mathbf R$ and $-\mathbf R$.

Fixed shape is needed in general. If the cell is lengthened along one axis only, the points $\mathbf q$ change at each step, and $A$ generally changes with them.

### (e) Does the law survive two atoms per primitive cell?

**Solution.** Describe a wave by the displacement $U$ of the first atom and the relative displacement $W$ of the second, so that $u_1=U$ and $u_2=U+W$. The conjugate forces are $t_a=t_1+t_2$ and $t_o=t_2$. In these variables the dynamical blocks are $D_{aa}$, $D_{ao}$, $D_{oa}$ and $D_{oo}$. A uniform translation costs no energy or force, so $D_{aa}$ and $D_{ao}$ vanish at $\mathbf k=0$. A term of $D_{aa}$ linear in $\mathbf k$ would change sign with $\mathbf k$ and make the crystal unstable, so $D_{aa}=O(k^2)$, whereas $D_{ao}=O(k)$. The block $D_{oo}$ stays invertible at $\mathbf k=0$.

Minimizing over $W$ first, which completes the square, gives

$$\frac{h}{\Omega}=t_o^\dagger D_{oo}^{-1}t_o+\tau^\dagger D_{\rm eff}^{-1}\tau, \tag{14}$$

$$\tau=t_a-D_{ao}D_{oo}^{-1}t_o,\qquad D_{\rm eff}=D_{aa}-D_{ao}D_{oo}^{-1}D_{oa}. \tag{15}$$

The first term of (14) is smooth near $\mathbf k=0$. Its value at $\mathbf k=0$ belongs to the periodic sum, because a uniform relative displacement is allowed. It leaves no algebraic error. The second term has the form already treated: $\tau$ is linear in $\mathbf k$ and $D_{\rm eff}$ is quadratic. Its coefficients are an effective dipole and the elastic tensor with relaxed internal displacements. The evenness of $h$ was derived without using the number of atoms. Equation (13) therefore holds for finite-range models of silicon and germanium, with these effective quantities. Silicon carbide is polar, and its zinc-blende form is piezoelectric; long-range electric forces then enter $D$, and the present derivation does not cover it.

## Second half: the coefficient, its boundary condition and a calculation

The first half gave $E(V)=E_\infty+A/V+O(V^{-5/3})$ for cells of fixed shape and zero mean strain. Here $P_{ij}=\sum_at_i^aR_j^a$ is formed from the dressed forces $t$ which the core exerts on the host, $C$ is the elastic tensor, and $M_{il}(\mathbf n)=C_{ijlm}n_jn_m$. With $g(\mathbf n)=(P\mathbf n)\cdot M^{-1}(\mathbf n)(P\mathbf n)$, the coefficient is

$$A=-\tfrac12\lim_{\eta\to0}\left[\sum_{\mathbf q\ne0}g\,w(\eta q)-v\!\int\! d^3q\,g\,w(\eta q)\right]. \tag{16}$$

The vectors $\mathbf q$ are supercell reciprocal vectors divided by $2\pi/L$, $v=V/L^3$, and $w$ is a smooth cutoff with $w(0)=1$. From here on there is one atom per primitive cell.

### (f) What is $A$ for a centre of dilation in an isotropic medium?

**Solution.** Put $P_{ij}=p\,\delta_{ij}$, and let $\lambda$ and $\mu$ be the Lamé constants. Then

$$M_{il}=\mu\,\delta_{il}+(\lambda+\mu)n_in_l,\qquad M\mathbf n=(\lambda+2\mu)\mathbf n.$$

Since $P\mathbf n=p\mathbf n$, one finds $g=p^2/(\lambda+2\mu)$ in every direction. For constant $g$ the bracket in (16) needs only the sum of a smooth function. Including $\mathbf q=0$, sum and integral agree as $\eta\to0$. Leaving out $\mathbf q=0$ removes $w(0)=1$. The bracket is $-g$, and

$$A=\frac{p^2}{2(\lambda+2\mu)}. \tag{17}$$

The result is positive for either sign of $p$ and is independent of the cell shape. The fixed cell prevents part of the relaxation available to an isolated defect, and so raises the energy.

For $\lambda=60$ GPa, $\mu=50$ GPa and $p=1$ aJ, where 1 aJ is $10^{-18}$ J, the denominator is $2\times160=320$ GPa. Since 1 aJ/GPa equals 1 nm³, $A=1/320=0.003125$ aJ nm³. The numerical evaluation of (16) reproduces this value.

### (g) Can $A$ be found by adding pair interactions in real space?

For cells of fixed shape and zero mean strain, the leading elastic size error has been shown to be $A/V$, with $A$ given by (16) and, for an isotropic dilation centre, by (17). It remains to answer question (g) on real-space pair sums, to treat stress-free cells, to test the law on a model defect, and to consider charged defects.
